# Why electron doping can soften A1' but spare E' in MoS2

**Question.** When electrons are added to monolayer MoS2, the Raman mode $A_1'$ moves to markedly lower frequency, while $E'$ hardly moves. The added electrons sit mostly in the conduction valleys at K and K'. How does the threefold symmetry of these points explain the difference, and how much of the softening does it explain?

**Answer.**

## What the two vibrations do to the band edge at K

In $A_1'$ the two sulfur layers move apart and together along the normal while Mo stays at rest. Let $u$ be the outward displacement of each S atom. In $E'$ the S pair moves in the plane relative to Mo, by a vector $\mathbf w$. Both modes have wavevector zero, so every cell is distorted alike and the distorted crystal still has bands. The question is how the conduction edge at K depends on $u$ and $\mathbf w$.

Let $R$ be the rotation by 120° about an axis through a Mo atom. It maps the undistorted crystal onto itself. It maps the crystal distorted by $\mathbf w$ onto the crystal distorted by $R\mathbf w$, and a state at wavevector $\mathbf k$ onto one at $R\mathbf k$, with the same energy:

$$\varepsilon(\mathbf k;\mathbf w)=\varepsilon(R\mathbf k;R\mathbf w).$$

The point K is special because $R\mathbf K$ differs from $\mathbf K$ by a reciprocal lattice vector, so both label the same state. Hence $\varepsilon_K(\mathbf w)=\varepsilon_K(R\mathbf w)$. The edge is nondegenerate (or, with spin, each of its spin states is), so its energy can be expanded to first order as $\varepsilon_K(\mathbf w)=\varepsilon_K(0)+\mathbf D_E\cdot\mathbf w$. Comparing both sides for every $\mathbf w$ gives

$$\mathbf D_E=R\,\mathbf D_E ,\qquad (1-R)\mathbf D_E=0 .$$

Since $\det(1-R)=2-2\cos120^\circ=3\neq0$, the solution is $\mathbf D_E=0$. To first order, $E'$ cannot shift the edge at K. In pictorial terms, a shift linear in $\mathbf w$ would single out a direction in the plane, and a state with threefold symmetry has none to offer.

For $A_1'$ the rotation leaves $u$ unchanged. The same argument gives $D_A=D_A$, which is no restriction. The mode changes all Mo–S bonds in the same way, and the conduction edge, mainly Mo $d_{z^2}$ mixed with S $p$ states, generally moves. Time reversal turns K into K' without altering the atomic positions, so both valleys have the same slope.

A lattice model shows the rule at work. It has three Mo $d$ orbitals and three S $p$ combinations per cell, all even under the horizontal mirror, and its $p$–$d$ hopping depends on bond direction and length. The model tests the symmetry and is not fitted to MoS2: its conduction band has only a local minimum at K, with states more than 0.6 eV lower near the zone-edge point M, and its indirect gap is almost closed. Diagonalizing the model with displaced atoms gives an $E'$ slope at K no larger than $7\times10^{-10}$ eV/Å for any of the six bands, which is numerical zero. The $A_1'$ slope of the conduction band there is 1.15 eV/Å. If one of the three bond directions is made 5% stronger, the threefold axis is lost and the $E'$ slope at K becomes 0.143 eV/Å. The zero is therefore due to the symmetry and not to weak hopping.

## Why a moving edge is not yet a softer spring

It is tempting to conclude that $A_1'$ softens because its slope is nonzero. One more step is needed, because a slope is a force, whereas a frequency depends on a second derivative of the energy.

Suppose all $n$ added electrons per cell are in K and K', and both edges move by $D_Ku$. Every electron gains the same energy, so the electronic energy changes by $nD_Ku$. This is linear in $u$. It pushes the S atoms to a new rest position but leaves the curvature unchanged. The electrons have no reason to rearrange, since all available states have moved together.

The sheet could respond differently if it exchanged electrons with a contact during the vibration, but the mode has a frequency of about 12 THz and the light excites all cells nearly in phase. The carrier number is therefore held fixed here. As far as the linear slopes are concerned, softening then requires the electrons to find some states lowered relative to others. In MoS2 such states exist in the side valleys Q, roughly halfway between $\Gamma$ and K and somewhat above the K edge.

## The static formula at fixed carrier number

Let pocket $i$ have edge $E_i+D_iu$, population $n_i$ per cell, and $C_i=\partial n_i/\partial\mu$, where $\mu$ is the chemical potential. Curvature of the edges and changes of mass are left out for now. Carriers are independent. At zero wavevector the total charge in a cell does not change, so no macroscopic screening field arises.

The free energy at fixed $n$ is $F=\Omega(\mu,u)+\mu n$, with $\partial\Omega/\partial\mu=-n$. The terms containing $d\mu/du$ therefore cancel in the first derivative, and

$$\frac{dF}{du}=\frac{\partial\Omega}{\partial u}=\sum_i n_iD_i .$$

The population $n_i$ depends on $\mu-E_i-D_iu$, so

$$\frac{dn_i}{du}=C_i\left(\frac{d\mu}{du}-D_i\right).$$

The total is fixed, $\sum_i dn_i/du=0$, which gives

$$\frac{d\mu}{du}=\bar D=\frac{\sum_iC_iD_i}{\sum_iC_i}.$$

Differentiating $dF/du$ once more gives the electronic change of stiffness:

$$\Delta K=\sum_iC_iD_i(\bar D-D_i)=-\left[\sum_iC_iD_i^2-\frac{(\sum_iC_iD_i)^2}{\sum_iC_i}\right]=-\sum_iC_i(D_i-\bar D)^2 .$$

It is never positive, and it vanishes when all slopes are equal. What counts is the spread of the slopes, not their size.

**$A_1'$.** Let $C_K$ and $C_Q$ be the sums over the K-type and Q-type pockets. All Q valleys have the same $A_1'$ slope $D_Q$. Put the bracket over the common denominator $C_K+C_Q$. The numerator is

$$(C_KD_K^2+C_QD_Q^2)(C_K+C_Q)-(C_KD_K+C_QD_Q)^2=C_KC_Q(D_K-D_Q)^2 ,$$

because the terms in $C_K^2$ and $C_Q^2$ cancel. Hence

$$\Delta K_A=-\frac{C_KC_Q}{C_K+C_Q}(D_K-D_Q)^2 .$$

**$E'$.** The K slope is zero by symmetry. The point Q is not mapped onto itself by the rotation, so its slope may be finite. The rotation carries one Q valley into another and turns its slope vector by 120°. Opposite valleys have equal slopes by time reversal. For $\mathbf w$ along a fixed axis, the six valleys thus form three pairs with slopes $D_{EQ}\cos(\theta+120^\circ j)$, $j=0,1,2$. The three cosines add to zero, so $\bar D=0$. Their squares add to $3/2$, and each pair carries $C_Q/3$:

$$\Delta K_E=-\frac{C_Q}{3}\,\frac32\,D_{EQ}^2=-\frac{C_QD_{EQ}^2}{2}.$$

The role of threefold symmetry is now definite. It removes the K slope from the $E'$ problem and allows it in the $A_1'$ problem, where it sets up a contrast with Q. It does not forbid $E'$ softening by Q electrons. That this part is small requires few carriers at Q or a weak $E'$ slope there.

**Shift.** With $M\omega^2=K$, a small change gives $2\,\Delta\omega/\omega=\Delta K/K$, so in wavenumbers

$$\Delta\nu=\nu\,\frac{\Delta K}{2K}.$$

## What $E'$ does to the K valley instead

Away from K, at $\mathbf k=\mathbf K+\mathbf q$, the symmetry permits a term $\mathbf q\cdot\mathsf M\mathbf w$ with $R^{T}\mathsf MR=\mathsf M$. Such a $2\times2$ matrix is a rotation times a number $c$, so $|\mathsf M\mathbf w|=c|\mathbf w|$. For a parabolic valley of mass $m$, completing the square gives

$$\frac{\hbar^2q^2}{2m}+\mathbf q\cdot\mathsf M\mathbf w=\frac{\hbar^2}{2m}\left(\mathbf q+\frac{m}{\hbar^2}\mathsf M\mathbf w\right)^2-\frac{mc^2w^2}{2\hbar^2}.$$

The valley slides sideways and its bottom drops at second order. If the electrons follow, the stiffness changes by $-n_Kmc^2/\hbar^2$, with $n_K$ the population of the K valleys. The lattice model gives $c=0.29$ eV, and with the carriers of the example below the resulting $E'$ shift is less than 0.001 cm$^{-1}$ in size. This $c$ is not a value for MoS2: moderate changes of the model's parameters move it between about 0.03 and 2.5 eV. Since the shift grows as $c^2$, a slope of $c=4$ eV would give about $-0.08$ cm$^{-1}$, if the electrons follow.

## Numbers for a gated monolayer

Take $10^{13}$ electrons per cm$^2$ at 300 K, or 0.00887 per cell. The undoped modes are placed at 400 cm$^{-1}$ ($A_1'$) and 385 cm$^{-1}$ ($E'$). The density-of-states masses are $0.5\,m_0$ at K and $0.7\,m_0$ at Q (a real Q valley has different masses along different directions), and Q lies 0.10 eV above K. Both spin states are kept at K and the lower one at Q. The chosen slopes are $D_K=5$, $D_Q=1$ and $D_{EQ}=1$ eV/Å. These are round model parameters, so the shifts illustrate the mechanism and do not predict a measurement.

In two dimensions each pocket has a constant density of states $g_i$, so

$$n_i=g_ik_BT\ln\!\left(1+e^{(\mu-E_i)/k_BT}\right),\qquad C_i=\frac{g_i}{1+e^{(E_i-\mu)/k_BT}} .$$

Fixing the total gives $\mu=0.0083$ eV above the K edge. About 6.4% of the carriers are at Q, with $C_K=0.2147$ and $C_Q=0.0218$ per eV per cell.

The lattice stiffness follows from $K=M\omega^2$. For $A_1'$, $M$ is the mass of two S atoms, giving 37.73 eV/Å$^2$. For $E'$ it is the reduced mass of the S pair against Mo, giving 20.95 eV/Å$^2$. Then

$$\Delta K_A=-\frac{0.2147\times0.0218}{0.2365}\times4^2\approx-0.316\ \text{eV/Å}^2,$$

$$\Delta\nu_A=-400\times\frac{0.316}{2\times37.73}\approx-1.7\ \text{cm}^{-1},$$

which is $-0.21$ meV. For the other mode,

$$\Delta K_E=-\frac{0.0218\times1^2}{2}=-0.0109\ \text{eV/Å}^2,\qquad \Delta\nu_E=-385\times\frac{0.0109}{2\times20.95}\approx-0.10\ \text{cm}^{-1},$$

or $-0.012$ meV.

The ratio of about 17 depends on the chosen slopes. An $E'$ slope at Q of 4.1 eV/Å would make the two shifts equal. The lattice model cannot supply these slopes, because it has no valley at the midpoint between $\Gamma$ and K. It shows only what symmetry allows away from K: at that midpoint the $A_1'$ slope is $-2.11$ eV/Å, different from the 1.15 eV/Å at K, and the $E'$ slope is 0.86 eV/Å, not zero. Slopes for the real Q valleys have to come from a calculation or measurement on MoS2 itself.

For comparison, with the Q pockets removed and all carriers in K and K' ($C=0.2237$ per eV per cell), the expression $-CD_K^2$ would give $-29.6$ cm$^{-1}$. It treats the chemical potential as fixed while the edge moves, as if a reservoir supplied electrons during each vibration. At fixed number, a linear slope common to all K electrons gives zero.

## Dependence on density and temperature

With all else held fixed, the static $A_1'$ shift is $-0.25$, $-0.70$, $-1.7$ and $-4.5$ cm$^{-1}$ at 2, 5, 10 and 20 times $10^{12}$ cm$^{-2}$. The last doubling multiplies it by about 2.7. The reason is the filling of Q. While Q holds few carriers, $C_Q\ll C_K$, so $\Delta K_A\approx-C_Q(D_K-D_Q)^2$ with $C_Q\approx g_Qe^{(\mu-E_Q)/k_BT}$. The K population gives $e^{\mu/k_BT}\approx e^{n/g_Kk_BT}-1$. Therefore

$$C_Q\approx g_Qe^{-E_Q/k_BT}\left(e^{n/g_Kk_BT}-1\right),$$

which is linear in $n$ at low density and then grows faster. Here $g_K$ and $g_Q$ are summed over the pockets of each kind. The approximation shows the trend but fails once Q is no longer nearly empty: for the stated parameters it overestimates the size of the static shift by about 11% at $2\times10^{12}$, 25% at $10^{13}$ and 65% at $2\times10^{13}$ cm$^{-2}$.

At zero temperature this static term is absent until the Fermi level reaches Q. It then jumps to $-g_Kg_Q(D_K-D_Q)^2/(g_K+g_Q)$.

## Can the electrons keep up?

The static formula assumes that electrons reach equilibrium between K and Q at every instant. Let $y$ be the excess number in K. The electronic force on $u$ is $-(D_K-D_Q)y$. The equilibrium excess is $y_{\rm eq}=-C_r(D_K-D_Q)u$, with $C_r=C_KC_Q/(C_K+C_Q)$. If $y$ relaxes in a time $\tau$,

$$\dot y=-\frac{y-y_{\rm eq}}{\tau},\qquad y=\frac{y_{\rm eq}}{1-i\omega\tau}$$

for motion as $e^{-i\omega t}$. With $S=|\Delta K_A|$, the equation of motion becomes

$$M\omega^2=K-S\,\frac{1+i\omega\tau}{1+\omega^2\tau^2}.$$

To first order in $S/K$, the real part of $\omega$ gives the shift. Twice the magnitude of the imaginary part gives the added full width at half maximum:

$$\Delta\nu=-\frac{\nu S}{2K}\,\frac{1}{1+\omega^2\tau^2},\qquad \Gamma=\frac{\nu S}{K}\,\frac{\omega\tau}{1+\omega^2\tau^2}.$$

For $\tau=5$, 20 and 100 fs the shift is $-1.5$, $-0.51$ and $-0.03$ cm$^{-1}$, and the added width is 1.1, 1.5 and 0.44 cm$^{-1}$. The static value is thus the largest softening this term can give for the stated parameters. If transfer between K and Q takes 100 fs, the term no longer explains a marked softening.

Motion within a valley does not replace this transfer. At light wavevector $q$, Newton's law and continuity give a density response smaller than the static one by about $(v_Fq/\omega)^2/2$ for a degenerate gas. With $v_Fq/\omega=0.02$ for 532 nm light, this factor is about $2\times10^{-4}$. The gas in the example is not degenerate, and thermal motion at 300 K raises the factor to about $3\times10^{-4}$, which is still negligible. Even at the largest momentum transfer in light scattering, $2q$, the factor is only about $10^{-3}$.

## What symmetry leaves open

A change of the K mass with $u$, left out above, alters the static $A_1'$ shift only a little. A relative slope of 2.7 Å$^{-1}$, about that of the lattice model, takes it from $-1.68$ to $-1.58$ cm$^{-1}$ if the K mass grows with outward displacement and the Q mass stays fixed; the opposite sign would give $-1.75$ cm$^{-1}$. Two other effects, allowed for both modes, are estimated next. The first is edge curvature: if a K edge has second derivative $B$ with respect to the displacement at fixed occupation, then $\Delta\nu=\nu nB/(2K)$. The lattice model gives $-0.3$ cm$^{-1}$ for $A_1'$ and $+0.6$ cm$^{-1}$ for $E'$ at the example's density. These are rough sizes: changing the power with which the hopping falls off from 2 to 5 moves the $E'$ value from 0.4 to 1.1 cm$^{-1}$.

The second is anharmonicity. The constant force found earlier displaces the S atoms by $nD_K/K_A=0.0012$ Å in magnitude, where $K_A$ is the $A_1'$ stiffness. With Morse bonds of range parameter 1.5 Å$^{-1}$, this changes the modes by about 0.4 cm$^{-1}$ ($A_1'$) and 0.6 cm$^{-1}$ ($E'$), upward for positive $D_K$, as in the example, and downward for negative $D_K$. The sizes depend on the assumed range parameter: between 1.0 and 2.0 Å$^{-1}$ they run from 0.19 to 0.64 cm$^{-1}$ for $A_1'$ and from 0.41 to 0.85 cm$^{-1}$ for $E'$.

For $E'$ these estimates are larger in size than the $-0.10$ cm$^{-1}$ found above. Adding the mass, curvature and anharmonic estimates to the static terms gives $-1.58-0.31+0.41\approx-1.5$ cm$^{-1}$ for $A_1'$ and $-0.10+0.61+0.63\approx+1.1$ cm$^{-1}$ for $E'$. These sums combine chosen slopes with curvatures and a mass slope from the unfitted lattice model, whose own $A_1'$ slope at K is 1.15 rather than 5 eV/Å, so they are only rough. The example thus reproduces a softening of $A_1'$ without a softening of $E'$, but it does not show that $E'$ stays nearly fixed. Symmetry does not enforce a zero there, and these two effects would have to be calculated for the real material.

## Comparison with real monolayers

The mode positions, the K mass and the density are in the rough range of gated MoS2. Reported $A_1'$ softening near $10^{13}$ cm$^{-2}$ is roughly a few cm$^{-1}$, with a much smaller $E'$ shift. The static result has that order of magnitude, but the slopes were chosen, so this is not a confirmation. The K–Q spacing is the least secure input, since strain and surroundings change it. Raising Q from 0.10 to 0.15 or 0.20 eV above K cuts the static softening from 1.7 to about 0.3 or 0.04 cm$^{-1}$, so the mechanism matters at this density only if Q lies close to K. Lowering Q by one $k_BT$, 0.026 eV, multiplies the static softening by a factor that approaches $e\approx2.7$ when Q stays nearly empty. In the example the factor is only about 2, because $\mu$ falls as Q fills and $C_Q$ is no longer negligible beside $C_K$. Real devices also depart from instantaneous transfer, and the three relaxation times above show that this can reduce the term from $-1.7$ to $-0.03$ cm$^{-1}$.

The threefold axis at K therefore explains why $A_1'$ can move the occupied band edge and $E'$ cannot at first order. For this mechanism to give a marked softening, enough states with a different $A_1'$ slope must also lie within thermal reach, and electrons must pass to them in a time not much longer than $1/\omega$. The numerical output below lists the main inputs and results.

## Computed values

```
LATTICE MODEL (symmetry test and rough sizes)
lattice constant, S height: 3.20, 1.55 angstrom
p level relative to d: -3.0 eV
p-d sigma, pi hopping: -2.5, 1.2 eV
d-d sigma, pi hopping: -0.4, 0.1 eV
p-d hopping falls as bond length to power: -3
gap at K: 1.34 eV
dz2 weight of conduction edge at K: 0.76
largest E' slope at K, all 6 bands: 7e-10 eV/angstrom
A1' slope, conduction band at K: 1.15 eV/angstrom
A1' slope, conduction band at Q: -2.11 eV/angstrom
E' slope, conduction band at Q: 0.86 eV/angstrom
E' slope at K, one bond 5% stronger: 0.143 eV/angstrom
E' slope per wavevector near K, c: 0.29 eV
DEVICE EXAMPLE: INPUTS
temperature: 300 K; density: 1.0e+13 cm^-2
masses K, Q: 0.5, 0.7 m0; Q above K: 0.10 eV
A1' slopes at K, Q: 5.0, 1.0 eV/angstrom
E' slope at Q: 1.0 eV/angstrom
undoped A1', E': 400, 385 cm^-1
atomic masses S, Mo: 32.06, 95.95 u
DEVICE EXAMPLE: RESULTS
electrons per cell: 0.00887
thermal energy kT: 0.0259 eV
chemical potential above K edge: 0.0083 eV
share of carriers at Q: 6.44 %
C_K, C_Q: 0.2147, 0.0218 per eV per cell
lattice stiffness A1', E': 37.73, 20.95 eV/angstrom^2
softening of stiffness A1': 0.3164 eV/angstrom^2
softening of stiffness E': 0.0109 eV/angstrom^2
invalid common-shift estimate: -29.6 cm^-1
K-only stiffness change, computed: 0e+00 eV/angstrom^2
static A1' shift: -1.68 cm^-1 = -0.208 meV
static E' shift: -0.10 cm^-1 = -0.012 meV
E' slope at Q for equal shifts: 4.09 eV/angstrom
n = 2e+12 cm^-2: static A1' -0.25, E' -0.01 cm^-1
n = 5e+12 cm^-2: static A1' -0.70, E' -0.04 cm^-1
n = 2e+13 cm^-2: static A1' -4.50, E' -0.30 cm^-1
tau = 5 fs: omega*tau 0.38, A1' shift -1.469, added width 1.107 cm^-1
tau = 20 fs: omega*tau 1.51, A1' shift -0.513, added width 1.545 cm^-1
tau = 100 fs: omega*tau 7.53, A1' shift -0.029, added width 0.437 cm^-1
NEGLECTED EFFECTS
E' shift from valley slide: -0.000 cm^-1
frozen edge curvature, A1': -0.312 cm^-1
frozen edge curvature, E': +0.611 cm^-1
Morse range parameter: 1.5 per angstrom
static S displacement, magnitude: 0.00118 angstrom
anharmonic shift size A1', E': 0.41, 0.63 cm^-1
v_F q/omega for 532 nm light: 0.0203
```
